**Spherical-cap bulge relation compared with shallow membrane theory**

The program examines $p=4\sigma_0tw/a^2+8Mtw^3/(3a^4)$ for a clamped circular film, where $p$ is pressure, $w$ central deflection, $a$ radius, $t$ thickness, $\sigma_0$ initial stress and $M=E/(1-\nu)$ the biaxial modulus. It asserts the cap's strain formula and pressure–curvature law against arc length, area and volume obtained by quadrature. It solves the membrane equation by shooting and asserts that the deflection agrees with a direct minimisation of the total potential energy, which is the elastic energy minus the work done by the pressure. At three Poisson ratios it asserts the small-deflection cubic coefficient $(5-\nu)/2$ and the matching stresses at the centre and rim. A finite-difference solution tests the estimate of the deflection lost to bending at the clamp. For the example film, the output shows that the cap relation overestimates the pressure by 4.6% at the deflection membrane theory gives for 6.24 kPa. Fitting the cap relation to noise-free membrane-theory data returns a biaxial modulus 6% too low and an initial stress 1.4% too low.

## Numerical verification

```python
"""Bulge test of a clamped circular membrane.
Result under test (spherical-cap model):
    p = 4 sigma0 t w/a^2 + 8 M t w^3/(3 a^4),   M = E/(1-nu)
p pressure, w central deflection, a radius, t thickness, sigma0 initial
equibiaxial stress, E Young's modulus, nu Poisson ratio.
The cap model is compared with shallow membrane theory, in which the stress
may vary with radius and the rim is held fixed.  SI units inside."""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize

a, t, E, nu, sigma0 = 1e-3, 200e-9, 200e9, 0.25, 100e6
M = E / (1 - nu)


def cap_pressure(w):
    return 4 * sigma0 * t * w / a**2 + 8 * M * t * w**3 / (3 * a**4)


# --- geometry of a spherical cap with unit base radius, by quadrature
def cap_geometry(x):
    R = (1 + x * x) / (2 * x)
    root = lambda r: np.sqrt(R * R - r * r)
    arc = quad(lambda r: R / root(r), 0, 1, epsabs=1e-13)[0]
    area = quad(lambda r: 2 * np.pi * r * R / root(r), 0, 1, epsabs=1e-13)[0]
    vol = quad(lambda r: 2 * np.pi * r * (root(r) - R + x), 0, 1,
               epsabs=1e-13)[0]
    return R, arc, area, vol


w_ex = 30e-6
x_ex = w_ex / a
strain_arc = cap_geometry(x_ex)[1] - 1
strain_shallow = 2 * x_ex**2 / 3
assert abs(strain_arc / strain_shallow - 1) < x_ex**2
x_big = 0.3
strain_big = cap_geometry(x_big)[1] - 1
strain_closed = (1 + x_big**2) * np.arctan(x_big) / x_big - 1
assert abs(strain_big - strain_closed) < 1e-10
# the next term of the strain series is -2 x^4/15
x_mid = 0.1
next_term = (cap_geometry(x_mid)[1] - 1 - 2 * x_mid**2 / 3) / x_mid**4
assert abs(next_term / (-2 / 15) - 1) < 0.01
# virtual work at constant tension: p/(sigma t) = dA/dV must equal 2/R
step = 1e-3
up, down = cap_geometry(x_big + step), cap_geometry(x_big - step)
dA_dV = (up[2] - down[2]) / (up[3] - down[3])
assert abs(dA_dV * cap_geometry(x_big)[0] / 2 - 1) < 1e-5


# --- shallow membrane theory: shooting for the radial force N(r)
def membrane(p, s0, poisson):
    """Return w, centre stress, rim radial stress, rim hoop stress."""
    scale = (E * t * p**2 * a**2) ** (1 / 3)
    pre = s0 * t / scale

    def shoot(nc):
        r0 = 1e-5
        start = [nc - r0**2 / (64 * nc**2), -r0 / (32 * nc**2),
                 r0**2 / (2 * nc)]
        rhs = lambda r, y: [y[1], -3 * y[1] / r - 1 / (8 * y[0]**2), r / y[0]]
        return solve_ivp(rhs, (r0, 1), start, method="DOP853",
                         rtol=1e-11, atol=1e-13).y[:, -1]

    def rim_condition(nc):
        n, dn, _ = shoot(nc)
        return dn + (1 - poisson) * (n - pre)

    nc = brentq(rim_condition, 0.05 ** (1 / 3), pre + 0.25 ** (1 / 3),
                xtol=1e-13)
    n, dn, integral = shoot(nc)
    return (p * a**2 * integral / (2 * scale), nc * scale / t,
            n * scale / t, (n + dn) * scale / t)


p_ex = cap_pressure(w_ex)
w_mem, s_centre, s_rim, s_hoop = membrane(p_ex, sigma0, nu)

# --- independent road: minimise the energy over displacements u(r), w(r)
node, weight = np.polynomial.legendre.leggauss(24)
rho, weight = (node + 1) / 2, weight / 2
k = np.arange(5)[:, None]
W_basis = rho**(2 * k) - rho**(2 * k + 2)
dW_basis = 2 * k * rho**(2 * k - 1.0) - (2 * k + 2) * rho**(2 * k + 1)
dU_basis = (2 * k + 1) * rho**(2 * k) - (2 * k + 3) * rho**(2 * k + 2)
tension = sigma0 / E * (a / w_ex)**2
load = p_ex * a**4 / (E * t * w_ex**3)


def energy(c):
    e_r = c[5:] @ dU_basis + (c[:5] @ dW_basis)**2 / 2
    e_h = c[5:] @ W_basis
    elastic = (e_r**2 + e_h**2 + 2 * nu * e_r * e_h) / (2 * (1 - nu**2))
    density = elastic + tension * (e_r + e_h) - load * (c[:5] @ W_basis)
    return np.sum(weight * rho * density)


best = minimize(energy, np.eye(10)[0], method="BFGS", jac="3-point",
                options={"gtol": 1e-8, "maxiter": 2000})
w_energy = best.x[0] * w_ex
assert abs(w_energy / w_mem - 1) < 1e-3

# --- cubic coefficients in units of M t/a^4, small and large deflection
rows = []
for v in (0.0, 0.25, 0.5):
    Mv = E / (1 - v)
    p_small = 80.0
    w, sc, sr, _ = membrane(p_small, sigma0, v)
    linear = 4 * sigma0 * t * w / a**2
    assert abs(p_small / linear - 1) < 5e-3
    c_small = (p_small - linear) * a**4 / (Mv * t * w**3)
    unit = Mv * w**2 / a**2
    assert abs(c_small / ((5 - v) / 2) - 1) < 5e-3
    assert abs((sc - sigma0) / unit / ((3 - v) / 4) - 1) < 5e-3
    assert abs((sr - sigma0) / unit / 0.5 - 1) < 5e-3
    w_free = membrane(p_ex, 0.0, v)[0]
    c_free = p_ex * a**4 / (Mv * t * w_free**3)
    assert abs(c_free / (8 / 3) - 1) < 0.15
    rows.append((v, c_small, c_free))
assert rows[1][1] < rows[1][2] < 8 / 3

# --- bending layer at the clamped rim, linear regime, finite differences
D = E * t**3 / (12 * (1 - nu**2))
layer = np.sqrt(D / (sigma0 * t))
count = 8000
h = 1 / count
s = np.arange(1, count) * h
e2 = (layer / a)**2
band = np.zeros((3, count - 1))
band[0, 1:] = (e2 * (1 / h**2 + 1 / (2 * h * s)))[:-1]
band[1] = -e2 * (2 / h**2 + 1 / s**2) - 1
band[2, :-1] = (e2 * (1 / h**2 - 1 / (2 * h * s)))[1:]
slope = solve_banded((1, 1), band, s)
bending_loss = 1 - 2 * h * np.sum(-slope)
assert abs(bending_loss / (2 * layer / a) - 1) < 0.02

# --- noise-free bulge data from membrane theory, fitted with the cap law
pressures = np.arange(1, 11) * 1e3
deflections = np.array([membrane(p, sigma0, nu)[0] for p in pressures])
gradient, intercept = np.polyfit(deflections**2, pressures / deflections, 1)
sigma_fit = intercept * a**2 / (4 * t)
M_fit = gradient * 3 * a**4 / (8 * t)
assert abs(sigma_fit / sigma0 - 1) < 0.05
assert 0.88 < M_fit / M < 1

w_cross = a * np.sqrt(3 * sigma0 / (2 * M))
p_lin = 4 * sigma0 * t * w_ex / a**2
p_cub = p_ex - p_lin
assert abs(cap_pressure(w_cross) / (8 * sigma0 * t * w_cross / a**2) - 1) < 1e-12

print(f"radius a = {a*1e3:.1f} mm")
print(f"thickness t = {t*1e9:.0f} nm")
print(f"Young's modulus E = {E/1e9:.0f} GPa, Poisson ratio = {nu:.2f}")
print(f"initial stress sigma0 = {sigma0/1e6:.0f} MPa")
print(f"biaxial modulus M = {M/1e9:.1f} GPa")
print(f"chosen deflection w = {w_ex*1e6:.1f} um")
print(f"cap radius R = {cap_geometry(x_ex)[0]*a*1e3:.2f} mm")
print(f"strain, arc length = {strain_arc:.4e}")
print(f"strain, 2w^2/(3a^2) = {strain_shallow:.4e}")
print(f"cap film stress = {(sigma0+M*strain_shallow)/1e6:.1f} MPa")
print(f"linear pressure term = {p_lin/1e3:.3f} kPa")
print(f"cubic pressure term = {p_cub/1e3:.3f} kPa")
print(f"cap pressure = {p_ex/1e3:.3f} kPa = {p_ex/1e2:.2f} mbar")
print(f"crossover deflection = {w_cross*1e6:.2f} um")
print("Membrane theory at the same pressure:")
print(f"  deflection, shooting = {w_mem*1e6:.3f} um")
print(f"  deflection, energy minimum = {w_energy*1e6:.3f} um")
print(f"  cap pressure at that deflection = {cap_pressure(w_mem)/1e3:.3f} kPa")
print(f"  centre stress = {s_centre/1e6:.1f} MPa")
print(f"  rim radial stress = {s_rim/1e6:.1f} MPa")
print(f"  rim hoop stress = {s_hoop/1e6:.1f} MPa")
print(f"Cubic coefficient / (M t/a^4); cap model = {8/3:.4f}")
for v, c_small, c_free in rows:
    print(f"  nu={v:.2f}: small w {c_small:.4f}, no initial stress {c_free:.4f}")
print(f"bending layer width = {layer*1e6:.2f} um")
print(f"loss of small deflection by bending = {100*bending_loss:.3f} %")
print(f"estimate 2d/a of that loss = {200*layer/a:.3f} %")
print("Membrane-theory bulge data (pressure, deflection):")
for p, w in zip(pressures, deflections):
    print(f"  {p/1e3:.0f} kPa, {w*1e6:.3f} um")
print(f"fitted sigma0 = {sigma_fit/1e6:.2f} MPa")
print(f"fitted M = {M_fit/1e9:.1f} GPa")
print(f"fitted M / true M = {M_fit/M:.4f}")
print("all good")
```

Printed output:

```
radius a = 1.0 mm
thickness t = 200 nm
Young's modulus E = 200 GPa, Poisson ratio = 0.25
initial stress sigma0 = 100 MPa
biaxial modulus M = 266.7 GPa
chosen deflection w = 30.0 um
cap radius R = 16.68 mm
strain, arc length = 5.9989e-04
strain, 2w^2/(3a^2) = 6.0000e-04
cap film stress = 260.0 MPa
linear pressure term = 2.400 kPa
cubic pressure term = 3.840 kPa
cap pressure = 6.240 kPa = 62.40 mbar
crossover deflection = 23.72 um
Membrane theory at the same pressure:
  deflection, shooting = 30.611 um
  deflection, energy minimum = 30.611 um
  cap pressure at that deflection = 6.528 kPa
  centre stress = 276.8 MPa
  rim radial stress = 232.5 MPa
  rim hoop stress = 133.1 MPa
Cubic coefficient / (M t/a^4); cap model = 2.6667
  nu=0.00: small w 2.5003, no initial stress 2.6980
  nu=0.25: small w 2.3753, no initial stress 2.5412
  nu=0.50: small w 2.2503, no initial stress 2.3751
bending layer width = 2.67 um
loss of small deflection by bending = 0.534 %
estimate 2d/a of that loss = 0.533 %
Membrane-theory bulge data (pressure, deflection):
  1 kPa, 10.595 um
  2 kPa, 17.017 um
  3 kPa, 21.431 um
  4 kPa, 24.843 um
  5 kPa, 27.658 um
  6 kPa, 30.076 um
  7 kPa, 32.208 um
  8 kPa, 34.124 um
  9 kPa, 35.871 um
  10 kPa, 37.480 um
fitted sigma0 = 98.56 MPa
fitted M = 250.5 GPa
fitted M / true M = 0.9393
all good
```
